Why a Physisorbed Layer Can Lower a Metal Work Function

The work function Φ is the energy needed to take an electron from the Fermi level of a metal to rest just outside its surface. Suppose that a neutral layer is laid on the metal and that Q electrons per unit area are displaced along the surface normal by a length ℓ. Poisson's equation is linear in charge, so the change in Φ is proportional to Q. The combination of e²/ε₀, Q and ℓ with the dimension of energy is

ΔΦ = ∓(e²/ε₀) Q ℓ.

Two symmetry arguments restrict Q and ℓ. First, reversing the sign of a layer orbital χ changes no observable density. The overlap S between that orbital and a metal state changes sign, so the density change must be even in S and can begin at order S². A metal state decays outside the surface as exp(−κz), so Q should fall with layer height h roughly as exp(−2κh). Second, if the two partners were mirror images, the dipole would vanish. The length ℓ therefore measures the asymmetry between an extended metal tail and a compact closed-shell orbital. What remains is to find the sign of the shift, its size, and the sense in which no charge is transferred.

**From displaced electrons to the work function**

Let z point out of the metal and let δn(z) be the change in electron number density, averaged over the surface plane. The charge density is −e δn, and the potential energy of an electron is U = −eV. Poisson's equation V″ = −ρ/ε₀ then becomes

U″ = −(e²/ε₀) δn.

The layer adds no net charge, so U′ vanishes both deep in the metal and far outside. Integration by parts gives

U(∞) − U(−∞) = ∫ U′ dz = [zU′] − ∫ z U″ dz = (e²/ε₀) ∫ z δn dz.

The boundary term is zero. The Fermi level is fixed relative to the metal interior, so this potential step is the change in work function:

ΔΦ = (e²/ε₀) ∫ z δn dz.

Moving electrons inward makes the integral negative and lowers Φ. In practical units e/ε₀ = 18.1 V nm: one electron per nm² moved inward by 1 nm would lower Φ by 18.1 eV. A small displaced charge is enough to matter.

**What antisymmetry does to the density**

Take the occupied orbitals of the separate metal and layer, bring them together, and form one Slater determinant from them. The orbitals are frozen: they are not yet allowed to respond to their new surroundings. No orbital that was empty becomes filled. This describes physisorption when the Fermi level lies in the gap of the layer and hybridization is neglected.

Consider one spin. The metal orbitals ψᵢ are orthonormal, and the normalized layer orbital χ overlaps them. All functions are taken real. Define

P = Σᵢ |ψᵢ⟩⟨ψᵢ|,  S² = ⟨χ|P|χ⟩.

An invertible linear mixing of the orbitals multiplies the determinant by a constant, which normalization removes. The density therefore depends on the space spanned by the orbitals, and it can be found from any orthonormal basis of that space. Keep the ψᵢ and replace χ by its part orthogonal to them, χ − Pχ. Because P² = P, the squared norm of that part is

1 − 2S² + S² = 1 − S².

The joint density minus the two separate densities is therefore

δn = (χ − Pχ)²/(1 − S²) − χ².

This holds for any S² < 1. For small overlap, 1/(1 − S²) ≈ 1 + S², and the leading terms are

δn ≈ −2χPχ + (Pχ)² + S²χ².

Their integrals are −2S², +S² and +S², which add to zero. Each term has a place. The first removes electrons from the region where the tail and the layer orbital overlap. The second returns half of them to the metal, and the third returns the other half to the layer.

The same result can be read as a push on the tail. For a single metal orbital ψ with overlap s, keep χ fixed and make ψ orthogonal to it. The modified metal orbital is (ψ − sχ)/√(1 − s²), and its density changes by

−2sψχ + s²χ² + s²ψ²

to order s². This is the previous expression, since Pχ = sψ. The metal orbital loses 2s² in the overlap region, regains s² on the layer, and regains s² over its own extent, most of which lies in the metal. The exclusion principle pushes its tail back, although the orbital still holds one electron.

**Why this is not charge transfer**

The statement needs a definition of charge on each partner. The Mulliken convention assigns half of every overlap density to each. The layer then receives −S² from the overlap term and +S² from the last term, which leaves its population unchanged. The same holds for the metal.

The cancellation does not depend on small overlap. Let M be the overlap matrix of all occupied fragment orbitals. The one-spin density operator of the determinant is

D = Σₐᵦ |a⟩ (M⁻¹)ₐᵦ ⟨b|,

and the Mulliken population of orbital χ is

Σᵦ (M⁻¹)χᵦ Mᵦχ = (M⁻¹M)χχ = 1.

A partition of space gives a different count. Suppose that a plane in the gap has nearly all the overlap charge on its layer side and nearly all the charge returned to the metal on the other. The layer side then loses about 2S² and regains about S², a net loss of about S² per orbital and spin. Electron density does cross the plane. If the layer orbitals are kept fixed, as in the push described above, what crosses is metal tail that had extended into the layer. Another orthogonal set of orbitals for the same determinant would divide the loss differently, but in none of them has an orbital been emptied or filled. "Without net charge transfer" is true of the orbital populations and not of every division of space.

**The exponential tail**

With the vacuum level as zero, an electron at the Fermi level that moves along the normal has energy −Φ. Outside the metal its wave equation is

(ħ²/2m) ψ″ = Φψ,

so ψ ∝ exp(−κz) with κ = √(2mΦ)/ħ. For Φ = 5 eV this gives κ = 11.5 nm⁻¹. An electron that also moves parallel to the surface has less energy available for motion along the normal, and its tail decays faster. The total tail is thus a mixture, and κ below means the local decay rate of the amplitude, defined by n ∝ exp(−2κz) near the layer.

Let the layer be uniform in the plane, with orbitals χ(z) exp(ik·r), where k and r lie in the plane. Such an orbital overlaps metal states of the same k. Assume that the layer states are filled for every k inside the metal's Fermi disc. With u = z − h, take the normal part to be a Gaussian whose density has rms thickness σ:

χ = (2πσ²)^(−1/4) exp(−u²/4σ²).

Near the layer each metal state is approximated by ψᵢ(h) exp(−κu), with one common κ. The exponent in the overlap integral is completed to a square:

−u²/4σ² − κu = −(u + 2κσ²)²/4σ² + κ²σ².

The Gaussian integral contributes √(4πσ²), so

[∫ χ exp(−κu) du]² = [4πσ²/(√(2π) σ)] exp(2κ²σ²) = √(8π) σ exp(2κ²σ²).

Multiplying by ψᵢ(h)² and summing over metal states, both spins and all k turns the squared amplitudes into the bare tail density n(h). The overlap charge per area is

Q = n(h) √(8π) σ exp(2κ²σ²).

The overlap density χPχ is proportional to χ exp(−κu). By the completed square it is a Gaussian centred at

z = h − 2κσ².

The tail is stronger on the metal side of the layer, so the removed charge is centred there and not at the middle of the layer.

**Where the metal puts its share**

If the other electrons did not respond, the charge returned to the metal would have the density (Pχ)². In the example below, the occupied states add up in it to a packet with more than half of its charge near the surface and a long tail running into the interior. The other electrons do respond, and a Thomas–Fermi metal shows how. Let the metal fill z < 0, where U″ = q²U, and put N extra electrons per area in a sheet at z = s outside. The induced charge neutralizes the sheet, so U′ = 0 beyond it. Crossing the sheet changes U′ by −(e²/ε₀)N, so in the gap U′ = (e²/ε₀)N. Matching this slope to U = A exp(qz) inside gives A = (e²/ε₀)N/q, and hence

U(∞) = (e²/ε₀) N (s + 1/q).

If the sheet is instead at depth t inside, the solution between the sheet and the surface is A cosh(qz), and below the sheet it is a decaying exponential. The jump condition at the sheet reads

qA sinh(qt) + qA cosh(qt) = (e²/ε₀) N,

so A = (e²/ε₀) N exp(−qt)/q. This is also U(∞), because U is constant outside.

An outside charge therefore acts with a lever arm measured from a fixed plane, the image plane z_im, while a deep charge has almost no lever. With q = 17.0 nm⁻¹, a sheet 0.3 nm inside has a lever of 0.0004 nm. The sharp Thomas–Fermi edge places the image plane at −1/q, inside the metal. The position at a smooth surface is a separate property of that surface, and z_im is an input here, measured, like h, from the edge of the uniform positive background.

Counting the metal's share at z_im, the total moment has two remaining parts: Q electrons added at h and 2Q removed at h − 2κσ². Thus

Q(h − z_im) − 2Q(h − 2κσ² − z_im) = −Q(h − z_im − 4κσ²),

and the work function changes by

ΔΦ = −(e²/ε₀) Q (h − z_im − 4κσ²).

This is the form required at the start, with ℓ = h − z_im − 4κσ².

**The condition on the sign**

Pauli repulsion lowers Φ in this model when

h − z_im > 4κσ².

The condition says that the removed charge must be centred nearer to the layer than to the image plane. Half of it then goes a short way out to the layer and half goes a longer way back to the metal, and the inward motion wins. At equality the two motions cancel, as they do for mirror-image partners. A compact orbital satisfies the condition, while a diffuse one can violate it.

A deliberately unrealistic case shows the reversal. For h = 0.77 nm and σ = 0.14 nm the formula gives ℓ = −0.29 nm, and a full calculation of the kind described below gives ΔΦ = +0.0003 eV. The sign is as predicted. Part of the broad overlap charge lies below the image plane, where the outside lever does not apply, so this case is used to test the sign and not the size.

**A gold-like example**

Take a free-electron metal with k_F = 12 nm⁻¹ and Φ = 5 eV, and a flat layer of compact orbitals with h = 0.23 nm, σ = 0.04 nm and z_im = 0.07 nm. These are rough values. The thickness resembles the rms thickness of the in-plane bonding orbitals of a flat hydrocarbon, 0.037 to 0.047 nm for benzene in Hartree–Fock. The profile along the normal of the lowest of these orbitals at small k is thicker, about 0.05 nm, and not Gaussian; used in place of the Gaussian it gives a lowering of only about 0.05 eV. The π orbitals of such a molecule are about 0.08 nm thick and have a node in the layer plane, so this example does not describe them. The surface barrier is smooth, with the potential

−(E_F + Φ)/[1 + exp((|z| − a)/w)],

where ±a, with a = 2 nm, are the barrier centres of a slab, w = 0.05 nm, and E_F = 5.49 eV is measured from the band bottom. Solving for the slab states gives n(h) = 0.188 nm⁻³ and a local κ = 13.4 nm⁻¹ at the layer. The tail density there is about 0.3% of the bulk value, 58.4 nm⁻³.

With κσ = 0.536, the exponential factor is exp(0.574) = 1.77, and

Q = 0.188 × 5.01 × 0.04 × 1.77 = 0.067 electrons/nm².

The compactness length is 4κσ² = 0.086 nm, so

ℓ = 0.23 − 0.07 − 0.086 = 0.074 nm,

ΔΦ = −18.1 × 0.067 × 0.074 = −0.090 eV.

The full calculation orthonormalizes the occupied orbitals for every in-plane wavevector, with no expansion in S and no single exponential. Each part of the resulting δn beyond the image plane is weighted by its distance from that plane. The result is ΔΦ = −0.089 eV (−1.43 × 10⁻²⁰ J), so Φ falls to 4.91 eV. These digits belong to the slab with a = 2 nm; a semi-infinite metal with the same barrier gives n(h), Q and ΔΦ about 2% larger in size (ΔΦ = −0.091 eV). The closeness of the two values is partly a cancellation. The formula overestimates Q by about 5% relative to the full value of 0.0635 electrons/nm², and it underestimates the effective lever by about 4%.

The dependence on height separates the two factors. When h rises from 0.23 to 0.30 nm, with the metal and σ held fixed, the full Q falls to 0.160 of its value; the exponential predicts 0.154. The work-function change falls less, from −0.089 to −0.026 eV, because the lever grows while the charge shrinks. The formula's lever vanishes when h comes down to z_im + 4κσ², but so close to the metal neither the single exponential nor the outside lever applies. The formula therefore cannot say whether the effect stops growing there.

The thickness σ also acts in two ways. A very thin orbital has little overlap, and a thick one has a short lever. At fixed n(h), κ and h, write L = h − z_im and x = κσ². Setting the derivative of ln(Qℓ) with respect to σ to zero, and multiplying by σ, gives

1 + 4κx = 8x/(L − 4x),

or

16κx² + (12 − 4κL)x − L = 0.

The product of the roots is negative, so there is one positive root. For L = 0.16 nm and κ = 13.4 nm⁻¹ it is x = 0.0205 nm, which means σ = 0.039 nm. The example thus lies almost at the largest lowering that the formula allows for one Gaussian shape at this height. In the formula the lowering disappears at σ = √(L/4κ) = 0.055 nm. This limit is too small, because the overlap charge of a thicker orbital reaches closer to the metal. There the tail no longer follows a single exponential, and part of the removed charge falls below the image plane, where the full calculation gives it no lever. At σ = 0.055 nm the first effect supplies roughly two thirds of the remaining lowering and the second roughly one third. At σ = 0.055 nm the full calculation still gives about −0.05 eV, and its sign changes between 0.06 and 0.07 nm.

**A check with real orbitals**

The direction of the push can be examined without a Gaussian layer or a model barrier. Place a magnesium atom, which has a diffuse outer shell, opposite a methane molecule with three hydrogen atoms facing it. Take Hartree–Fock orbitals of the separate partners in the def2-TZVP basis and form their joint determinant. Relative to the separate densities, the first moment of the electrons along the direction from Mg to C changes by −2.5, −1.0 and −0.40 electron pm at Mg–C distances of 0.40, 0.45 and 0.50 nm. Larger bases change these values by about 3% or less. The negative sign means motion towards the magnesium. The Mulliken population of methane remains 10 electrons at all three distances, as the derivation requires.

When the orbitals of the pair are allowed to relax within Hartree–Fock, the moment at 0.40 nm becomes −7.4 electron pm, about three times the frozen value and of the same sign. This value is not converged in the basis: def2-TZVPD and def2-QZVP give −7.8 and −7.7 electron pm, while a counterpoise correction in def2-TZVP leaves it at −7.4. Relaxation includes polarization and orbital mixing; these parts were not separated. Hartree–Fock leaves out electron correlation, and with it dispersion. The pair supports the mechanism and its direction. It does not supply a correction factor for a metal surface.

**How far the number reaches**

For flat organic molecules physisorbed on gold, lowerings of roughly half an electronvolt are typical, several times the value found here. The height of 0.23 nm above the background edge corresponds to roughly 0.35 nm above the top atomic plane, which is reasonable for such a layer. The result depends strongly on the tail. With Φ, k_F and the height above the recalculated edge held fixed, changing w from 0.03 to 0.07 nm changes ΔΦ from −0.04 to −0.20 eV. Moving the image plane from 0.05 to 0.09 nm changes it from −0.11 to −0.07 eV. Polarization of the layer was not computed. If an assumed relative permittivity of 2 acted on the whole dipole field, ΔΦ would be −0.045 eV. The displaced charge overlaps the layer, however, so the field changes direction there, and neither the size nor the sign of the real correction is settled here. Real layers also break the assumption of frozen orbitals with one shape along the normal, and gold has d electrons that a free-electron metal lacks. The size of these last effects on the surface was not computed. The π orbitals of flat molecules are a serious omission: they are thicker than the 0.055 nm at which the formula for a Gaussian layer changes sign, so even the sign of their contribution is not settled here. The example shows how compact filled orbitals can lower Φ. It neither explains nor predicts the measured total.

Two other approximations matter little. The largest S² for any in-plane wavevector is 0.011, so corrections to the small-overlap expansion are of the order of 1%. The thermal spread of electron energies enters through the energy dependence of exp(−2κh), whose logarithm has slope κh/Φ at the Fermi level. If the tail density depended on energy only through this exponential, with κ = 11.5 nm⁻¹, the Sommerfeld correction relative to it would be (π²/6)(k_BT κh/Φ)² = 3 × 10⁻⁴ at 300 K. The energy dependence of the prefactor is left out, so this is an estimate of order. Thermal motion of the layer, which changes h, is not included in this estimate.

The mechanism needs filled layer states to exclude the tail. Covering the whole Fermi disc takes k_F²/2π = 22.9 electrons/nm² in orbitals of the assumed shape. A sparse layer leaves part of the disc uncovered and pushes back less of the tail. If the Fermi level instead meets a layer level, electrons can pass between the partners, and the resulting transfer dipole must be added with its own sign. The numerical output gives the values at the other heights and the remaining inputs.

Table of computed values

```
Fermi wavevector: 12 nm^-1
Bare work function: 5 eV
Fermi energy above band bottom: 5.486 eV
Bulk electron density: 58.36 nm^-3
Barrier width parameter: 0.05 nm
Layer height above jellium edge: 0.23 nm
Layer orbital rms thickness: 0.04 nm
Image plane above jellium edge: 0.07 nm
e/eps0: 18.1 V nm
Electrons needed to cover Fermi disc: 22.92 nm^-2
Decay rate from work function: 11.46 nm^-1
Local tail decay rate: 13.39 nm^-1
Tail density at layer: 0.1883 nm^-3
Overlap charge Q, formula: 0.067 electrons/nm^2
Overlap charge Q, full: 0.06354 electrons/nm^2
Overlap centroid, formula: 0.1872 nm
Overlap centroid, full: 0.1891 nm
Compactness length 4*kappa*sigma^2: 0.08567 nm
Net lever length, formula: 0.07433 nm
Work-function change, formula: -0.09012 eV
Work-function change, full: -0.08932 eV
Work-function change, full: -1.431e-20 J
Final work function, full: 4.911 eV
Change at height 0.20 nm: full -0.1282 eV, formula -0.1206 eV
Change at height 0.26 nm: full -0.05554 eV, formula -0.05662 eV
Change at height 0.30 nm: full -0.02633 eV, formula -0.02672 eV
Q(0.30 nm)/Q(0.23 nm), full: 0.1597
Same ratio, exponential: 0.1535
Diffuse test: height 0.77 nm, rms thickness 0.14 nm
Diffuse test lever, formula: -0.289 nm
Diffuse test work-function change, full: 0.000278 eV
Thomas-Fermi screening rate: 16.99 nm^-1
Lever difference, outside sheets 0.2 nm apart: 0.2 nm
Lever of sheet 0.3 nm inside metal: 0.0003659 nm
Change with image plane at 0.05 nm: -0.111 eV
Change with image plane at 0.09 nm: -0.06796 eV
Change with barrier width 0.03 nm: -0.04053 eV
Change with barrier width 0.07 nm: -0.1967 eV
Assumed layer relative permittivity: 2
Change if fully reduced by permittivity: -0.04466 eV
Temperature: 300 K
Relative thermal tail change, estimate: 0.0003053
Largest overlap S^2 for any in-plane state: 0.01064
Mg-CH4 frozen electron moment at 0.40 nm: -2.521 electron pm
Mg-CH4 frozen electron moment at 0.45 nm: -1.039 electron pm
Mg-CH4 frozen electron moment at 0.50 nm: -0.4015 electron pm
CH4 Mulliken population at 0.40 nm: 10 electrons
Mg-CH4 relaxed HF electron moment at 0.40 nm: -7.395 electron pm
```
